\section*{Crystal-momentum selection rule for electron–phonon matrix elements, part 2}

We study how phonons scatter Bloch electrons, to first order in the displacements, in a crystal of $N=N_1N_2N_3$ cells with Born--von Karman boundary conditions. Hartree atomic units are used ($\hbar=m_e=e=1$). Cells have volume $\Omega$ and lattice vectors $\mathbf R_p$; reciprocal vectors $\mathbf G$ satisfy $e^{i\mathbf G\cdot\mathbf R_p}=1$, and $\equiv$ means equal up to some $\mathbf G$. For $\mathbf K$ on the wavevector mesh $\sum_i(j_i/N_i)\mathbf b_i$,
\begin{equation}
\sum_p e^{i\mathbf K\cdot\mathbf R_p}=\begin{cases}N,&\mathbf K\equiv0,\\ 0,&\text{otherwise.}\end{cases}
\label{eq:sum}
\end{equation}
Atom $\kappa$ of cell $p$, mass $M_\kappa$, sits at $\mathbf R_p+\boldsymbol\tau_\kappa+\mathbf u_{p\kappa}$. Phonons have frequencies $\omega_{\mathbf q\nu}$, orthonormal eigenvectors $e_{\kappa\alpha,\nu}(\mathbf q)$ and operators $b_{\mathbf q\nu}$:
\begin{equation}
u_{p\kappa\alpha}=N^{-1/2}\sum_{\mathbf q\nu}w^{\mathbf q\nu}_{p\kappa\alpha}\,(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}),\qquad
w^{\mathbf q\nu}_{p\kappa\alpha}=\ell_\kappa\,e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_p},\qquad \ell_\kappa=(2M_\kappa\omega_{\mathbf q\nu})^{-1/2}.
\label{eq:modes}
\end{equation}
The $\mathbf q=0$ acoustic modes are left out. The one-electron potential $V$ changes by
\begin{equation}
\delta V=N^{-1/2}\sum_{\mathbf q\nu}\Delta_{\mathbf q\nu}V\,(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}),\qquad
\Delta_{\mathbf q\nu}V=\sum_{p\kappa\alpha}w^{\mathbf q\nu}_{p\kappa\alpha}\frac{\partial V}{\partial u_{p\kappa\alpha}} .
\label{eq:delta}
\end{equation}
Bloch states are $\psi_{n\mathbf k}=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ periodic, normalised over one cell, and $u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}$; $c^\dagger_{n\mathbf k}$ creates an electron in $\psi_{n\mathbf k}$. For $\mathbf k,\mathbf k'$ in the first zone and local $V$,
\begin{equation}
\langle\psi_{m\mathbf k'}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle=
\begin{cases}g_{mn\nu}(\mathbf k,\mathbf q),&\mathbf k'=\mathbf k+\mathbf q-\mathbf G_0\ \text{for some }\mathbf G_0,\\0,&\text{otherwise,}\end{cases}
\label{eq:rule}
\end{equation}
\begin{equation}
g_{mn\nu}(\mathbf k,\mathbf q)=\int_{\rm cell}u^*_{m,\mathbf k+\mathbf q}\,\Delta_{\mathbf q\nu}v\;u_{n\mathbf k}\,d\mathbf r,\qquad
\Delta_{\mathbf q\nu}v=e^{-i\mathbf q\cdot\mathbf r}\Delta_{\mathbf q\nu}V\ \text{periodic}.
\label{eq:g}
\end{equation}
The process is normal if $\mathbf G_0=0$, umklapp otherwise. For nonlocal $V$ the selection rule still holds, with $\Delta_{\mathbf q\nu}v\,u_{n\mathbf k}$ in \eqref{eq:g} replaced by
\begin{equation}
\phi(\mathbf r)=\int_{\rm crystal}e^{-i(\mathbf k+\mathbf q)\cdot\mathbf r}\,\Delta_{\mathbf q\nu}V(\mathbf r,\mathbf r')\,e^{i\mathbf k\cdot\mathbf r'}u_{n\mathbf k}(\mathbf r')\,d\mathbf r' .
\label{eq:kernel}
\end{equation}
The translation symmetry, with $\mathbf u'_{p+s,\kappa}=\mathbf u_{p\kappa}$, is
\begin{equation}
V(\mathbf r+\mathbf R_s;\{\mathbf u'\})=V(\mathbf r;\{\mathbf u\}).
\label{eq:cov}
\end{equation}
For local $V$, $W_{p\kappa\alpha}(\mathbf r)=\partial V(\mathbf r)/\partial u_{p\kappa\alpha}$ then obeys
\begin{equation}
W_{p\kappa\alpha}(\mathbf r)=W_{0\kappa\alpha}(\mathbf r-\mathbf R_p).
\label{eq:shift}
\end{equation}
Translation by $\mathbf R_s$ multiplies the pattern $w^{\mathbf q\nu}$ by $e^{i\mathbf q\cdot\mathbf R_s}$, hence the bilinear second-order term $B[w,w']$ by $e^{i(\mathbf q+\mathbf q')\cdot\mathbf R_s}$, so $B$ joins $\mathbf k$ to $\mathbf k+\mathbf q+\mathbf q'$.

\section{Consequences and limits}

\paragraph{Coupling Hamiltonian.} Second quantisation of \eqref{eq:delta} gives a sum over $\mathbf k'$ that \eqref{eq:rule} reduces to one term:
\begin{equation}
H_{\rm ep}=N^{-1/2}\sum_{\mathbf k\mathbf q}\sum_{mn\nu}g_{mn\nu}(\mathbf k,\mathbf q)\,c^\dagger_{m,\mathbf k+\mathbf q}c_{n\mathbf k}\,(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}).
\end{equation}
The electron gains $\mathbf q$ by absorbing a phonon $\mathbf q$ or emitting a phonon $-\mathbf q$; crystal momentum is conserved modulo $\mathbf G$. The integral $g$ runs over one cell and carries no explicit factor of $N$. For short-ranged rigid ions it is independent of $N$; for a self-consistent potential the induced part of $\Delta_{\mathbf q\nu}v$ still depends on $N$ through the mesh of occupied states. Multiplying $u_{n\mathbf k}$, $u_{m,\mathbf k+\mathbf q}$ or $e_\nu$ by a constant phase multiplies $g$ by a phase, so for nondegenerate electron states and a nondegenerate phonon branch the modulus $|g|$ of a single element is free of conventions and its phase is not. Within a degenerate set the states or eigenvectors can be mixed by a unitary matrix, which in general changes the individual moduli. Combinations of several elements in which all these phases cancel are also free of conventions.

\paragraph{Plane waves.} Put $u_{n\mathbf k}=\Omega^{-1/2}\sum c_{n\mathbf k}(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ and $\Delta v=\sum\Delta v_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, and use $u^*_{m,\mathbf k+\mathbf q}=e^{i\mathbf G_0\cdot\mathbf r}u^*_{m\mathbf k'}$. The cell integral of $e^{i(\mathbf G_0-\mathbf G'+\mathbf G''+\mathbf G)\cdot\mathbf r}$ is $\Omega$ if $\mathbf G''=\mathbf G'-\mathbf G_0-\mathbf G$ and zero otherwise, so
\begin{equation}
g=\sum_{\mathbf G\mathbf G'}c^*_{m\mathbf k'}(\mathbf G')\,c_{n\mathbf k}(\mathbf G)\,\Delta v_{\mathbf G'-\mathbf G_0-\mathbf G}.
\label{eq:pw}
\end{equation}
For rigid ions $V=\sum v_\kappa(\mathbf r-\mathbf R_p-\boldsymbol\tau_\kappa-\mathbf u_{p\kappa})$, so $W_{p\kappa\alpha}=-\partial_\alpha v_\kappa(\mathbf r-\mathbf R_p-\boldsymbol\tau_\kappa)$. With $\mathbf Q=\mathbf q+\mathbf G$ and $e^{i\mathbf q\cdot\mathbf R_p}=e^{i\mathbf Q\cdot\mathbf R_p}$,
\begin{equation}
\Delta v_{\mathbf G}=-\frac1\Omega\sum_{\kappa\alpha}\ell_\kappa e_{\kappa\alpha}\sum_p\int_{\rm cell}e^{-i\mathbf Q\cdot(\mathbf r-\mathbf R_p)}\partial_\alpha v_\kappa(\mathbf r-\mathbf R_p-\boldsymbol\tau_\kappa)\,d\mathbf r .
\end{equation}
The sum over $p$ joins the cell integrals into one over the crystal, which for a short-ranged $v_\kappa$ is all space. Substituting $\mathbf s=\mathbf r-\mathbf R_p-\boldsymbol\tau_\kappa$ yields $e^{-i\mathbf Q\cdot\boldsymbol\tau_\kappa}$, and integration by parts gives $\int e^{-i\mathbf Q\cdot\mathbf s}\partial_\alpha v_\kappa\,d\mathbf s=iQ_\alpha\tilde v_\kappa(\mathbf Q)$ with $\tilde v_\kappa(\mathbf Q)=\int v_\kappa e^{-i\mathbf Q\cdot\mathbf s}d\mathbf s$. Thus
\begin{equation}
\Delta v_{\mathbf G}=-\frac i\Omega\sum_\kappa\ell_\kappa\,(\mathbf e_\kappa\cdot\mathbf Q)\,\tilde v_\kappa(\mathbf Q)\,e^{-i\mathbf Q\cdot\boldsymbol\tau_\kappa}.
\label{eq:rigid}
\end{equation}
A Coulomb potential is not short-ranged and is reached as a limit. In three dimensions take $v_\kappa=-Z_\kappa e^{-\mu s}/s$, summed over its periodic images; for $\mathbf Q$ on the mesh the crystal integral of that sum equals the all-space integral of one copy, $\tilde v_\kappa=-(4\pi Z_\kappa/Q)\int_0^\infty e^{-\mu s}\sin(Qs)\,ds=-4\pi Z_\kappa/(Q^2+\mu^2)$. Letting $\mu\to0$ at fixed $\mathbf Q\neq0$ gives, for unscreened charges, $\tilde v_\kappa\propto Z_\kappa/Q^2$, and the $\mathbf G=0$ term grows as $1/q$ whenever $\sum_\kappa\ell_\kappa Z_\kappa\mathbf e_\kappa\cdot\hat{\mathbf q}$ tends to a nonzero value, as for the longitudinal optical mode of a two-atom cell with $Z_A/M_A\neq Z_B/M_B$. The rule holds at each $\mathbf q\neq0$, but the rigid-ion $g$ of a nondegenerate band then has no finite limit at $\mathbf q\to0$ for $m=n$. This is the bare term only. In a self-consistent potential the electrons follow the ions. In an insulator the $1/q$ term then carries the Born effective charges in place of $Z_\kappa$ and is divided by the electronic dielectric constant. It survives in polar crystals and vanishes when the Born charges are zero, even if the bare sum does not, as for equal atoms of unequal mass. In a metal, screening removes it.

A separable nonlocal term $D\sum|\beta_{p\kappa}\rangle\langle\beta_{p\kappa}|$ with $\beta$ centred at $\mathbf X$ has, between normalised plane waves $\mathbf Q_i=\mathbf k+\mathbf G$ and $\mathbf Q_o=\mathbf k'+\mathbf G'$, the element $(D/N\Omega)\tilde\beta(\mathbf Q_o)\tilde\beta^*(\mathbf Q_i)e^{-i(\mathbf Q_o-\mathbf Q_i)\cdot\mathbf X}$ per atom. Differentiating in $\mathbf X$ brings down $-i(\mathbf Q_o-\mathbf Q_i)$, and the sum over $p$ gives $N$ in the allowed case. The result is \eqref{eq:rigid} with $\mathbf Q=\mathbf Q_o-\mathbf Q_i$ and $\tilde v$ replaced by $D\tilde\beta(\mathbf Q_o)\tilde\beta^*(\mathbf Q_i)$, which depends on $\mathbf k$ separately, as \eqref{eq:kernel} requires.

\paragraph{Real frozen wave.} The static displacement $\mathbf u=2\lambda\,\mathrm{Re}\,w^{\mathbf q\nu}$, with small dimensionless $\lambda$, gives $\delta V=\lambda(\Delta_{\mathbf q\nu}V+\Delta_{\mathbf q\nu}V^\dagger)$ and couples $\mathbf k$ to both $\mathbf k+\mathbf q$ and $\mathbf k-\mathbf q$. For a real potential $\psi^*_{n\mathbf k}$ is an eigenstate with wavevector $-\mathbf k$ and the same energy $E$. Take a pair $\pm\mathbf k$ with $-\mathbf k\equiv\mathbf k+\mathbf q$, no other state at that energy, and $2\mathbf q\not\equiv0$. The diagonal elements of $\delta V$ vanish because $\mathbf q\not\equiv0$. The element from $\mathbf k$ to $-\mathbf k$ is $\lambda g$; the adjoint term would add to it only if $\mathbf k-\mathbf q\equiv\mathbf k+\mathbf q$, which is excluded. Degenerate perturbation theory then gives $(E-\epsilon)^2=\lambda^2|g|^2$, a splitting
\begin{equation}
\delta E=2\lambda|g_{nn\nu}(\mathbf k,\mathbf q)|
\label{eq:split}
\end{equation}
to first order in $\lambda$. A pair whose wavevectors differ by $2\mathbf q$ but not by $\pm\mathbf q$ has no first-order element. From $\mathbf k$ to $\mathbf k+2\mathbf q$ it is joined by two first-order steps of $+\mathbf q$ through intermediate states and by $B[w,w]$, both proportional to $\lambda^2$. If $4\mathbf q\equiv0$, as in the example below, then $\mathbf k+2\mathbf q\equiv\mathbf k-2\mathbf q$, and two steps of $-\mathbf q$ and $B[w^*,w^*]$ join the same pair at the same order.

\paragraph{No wave, no rule.} By \eqref{eq:sum}, $\delta_{p0}=N^{-1}\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_p}$. Moving one atom is therefore a superposition of all $\mathbf q$ with weight $1/N$. Translation symmetry then forbids no $\mathbf k'$: the component $\mathbf q\equiv\mathbf k'-\mathbf k$ gives an element $1/N$ times the cell integral \eqref{eq:g} in which $\ell_\kappa e_{\kappa\alpha}$ is replaced by a unit displacement of that atom. That integral can still vanish by point symmetry. If the atom sits on an inversion centre, $W$ is odd about it, while for a real potential and a nondegenerate band $|\psi_{n\mathbf k}|^2$ is even, so the diagonal elements are zero.

\section{Worked example: a diatomic chain}

The model has round parameters and represents no material. A chain with $a=6$ bohr has atom A at $0$ and atom B at $2.4$ bohr, rigid wells $v_\kappa=-V_\kappa e^{-x^2/2\sigma^2}$ with $V_A=0.6$ Ha, $V_B=0.4$ Ha, $\sigma=0.8$ bohr, masses $M_A=36457.8$ and $M_B=2M_A=72915.5$ electron masses, a spring $K_1=0.10$ Ha/bohr$^2$ from A to B within a cell and $K_2=0.05$ Ha/bohr$^2$ from B to the next A. With $N=8$ and $b=2\pi/a=1.047198$ bohr$^{-1}$, the wavevectors are $k=jb/8$, $j=-3,\dots,4$, and $q=2b/8=0.261799$ bohr$^{-1}$. Many digits are kept only to compare methods. The program and its output follow this text.

\paragraph{Phonon.} Atom A in cell $p$ is tied to B in cell $p$ by $K_1$ and to B in cell $p-1$ by $K_2$, so $D_{AA}=(K_1+K_2)/M_A$, $D_{BB}=(K_1+K_2)/M_B$ and $D_{AB}=-(K_1+K_2e^{-iqa})/\sqrt{M_AM_B}$. Here $qa=\pi/2$. In units of $1/M_A$, $D_{AA}=0.15$, $D_{BB}=0.075$, $D_{AB}=-(0.10-0.05i)/\sqrt2$ and $|D_{AB}|^2=0.00625$, so
\begin{equation}
M_A\omega^2=0.1125\pm\sqrt{0.0375^2+0.00625}=0.1125\pm0.0875 .
\end{equation}
The optical frequency is $\sqrt{0.2/36457.8}=2.342178\times10^{-3}$ Ha $=63.7$ meV, the acoustic one $\sqrt{0.025/36457.8}=8.280851\times10^{-4}$ Ha $=22.5$ meV. For the optical mode $(0.15-0.2)e_A+D_{AB}e_B=0$ gives $e_B/e_A=-0.05\sqrt2/(0.10-0.05i)$, of squared modulus $0.4$. With $e_A$ real and positive, $e_A=1/\sqrt{1.4}=0.845154$ and $e_B=-0.478091-0.239046i$. The lengths are $\ell_A=(2\times36457.8\times2.342178\times10^{-3})^{-1/2}=0.076521$ bohr and $\ell_B=\ell_A/\sqrt2=0.054108$ bohr. The normalisation of \eqref{eq:modes} is tested through the zero-point $\langle u^2\rangle$: the mode sum and the directly diagonalised 16-atom chain both give $0.008949$ bohr$^2$ for A and $0.006705$ bohr$^2$ for B.

\paragraph{Periodic potential, optical mode.} The Gaussian transform is $\tilde v_\kappa(Q)=-V_\kappa\sqrt{2\pi}\,\sigma e^{-Q^2\sigma^2/2}$. For $G=0$, $\sqrt{2\pi}\,\sigma e^{-q^2\sigma^2/2}=2.00530\times0.97831=1.96180$ bohr, so $\tilde v_A=-1.17708$ and $\tilde v_B=-0.78472$ Ha\,bohr, and $q\tau_B=\pi/5$. The two terms of \eqref{eq:rigid} are
\begin{align}
\ell_Ae_A\tilde v_A&=0.064672\times(-1.17708)=-0.07612,\nonumber\\
\ell_Be_Be^{-i\pi/5}\tilde v_B&=(-0.02853+0.00474i)(-0.78472)=0.02239-0.00372i .
\end{align}
Their sum $-0.05373-0.00372i$, times $-iq/a=-0.043633i$, is $\Delta v_0=-0.000162+0.002345i$ Ha. The same formula gives $\Delta v_{-b}=-0.001776-0.010110i$ Ha and $\Delta v_{b}=-0.001308+0.012427i$ Ha.

\paragraph{Normal process.} In the lowest band $j=-1$ goes to $j=+1$ with $G_0=0$. The coefficients of $j=-1$ at $G=-b,0,b$ are $\alpha=0.099437+0.057720i$, $\eta=0.974347$, $\gamma=0.157745-0.103076i$, and the conjugated ones of $j=+1$ are $\gamma,\eta,\alpha$, as $\psi_{-k}=\psi_k^*$ implies. Keeping these coefficients and $|G'-G|\le b$ in \eqref{eq:pw}, in Ha,
\begin{align}
(\eta^2+2\alpha\gamma)\Delta v_0&=(0.9926-0.0023i)\Delta v_0=-0.00016+0.00233i,\nonumber\\
2\alpha\eta\,\Delta v_{b}&=(0.1938+0.1125i)\Delta v_b=-0.00165+0.00226i,\nonumber\\
2\gamma\eta\,\Delta v_{-b}&=(0.3074-0.2009i)\Delta v_{-b}=-0.00258-0.00275i .
\end{align}
The total, $-0.0044+0.0018i$ Ha, misses the full sum $g=-0.004131+0.001419i$ Ha by about a tenth of $|g|$; the omitted terms supply the rest. The $G\neq0$ components matter as much as $\Delta v_0$, although the process is normal. The modulus is $|g|=4.3675\times10^{-3}$ Ha $=119$ meV.

\paragraph{Umklapp process.} From $j=3$, $k+q=5b/8$ lies outside the zone, so $k'=-3b/8$ and $G_0=b$. The optical value is $g=-0.004789-0.006811i$ Ha, $|g|=8.3260\times10^{-3}$ Ha $=227$ meV. Omitting $e^{iG_0x}$ gives the modulus $1.1339\times10^{-2}$ Ha instead. For the acoustic branch $|g|$ is $4.6525\times10^{-3}$ Ha ($127$ meV, normal) and $6.621\times10^{-4}$ Ha ($18$ meV, umklapp), against $8.421\times10^{-3}$ Ha without the factor. The selection rule says nothing about size, and the smallness of the acoustic umklapp value is recorded here without explanation.

\paragraph{Whole-crystal tests.} The program builds $\Delta_qV$ by central differences with displaced wells and integrates over all eight cells, for two bands. All $16\times16$ elements agree with the cell formula within the asserted $10^{-9}$ Ha. Each of the 8 initial wavevectors has $2\times2$ allowed elements, leaving $256-32=224$ forbidden ones, the largest $2.1\times10^{-12}$ Ha (optical) and $1.0\times10^{-12}$ Ha (acoustic). With $N=16$ the lowest-band umklapp element ($k=3b/8\to k'=-3b/8$) of each branch is unchanged within the same tolerance. The real wave is tested to give the allowed matrix plus its adjoint. Moving one A atom gives lowest-band elements from $5.4\times10^{-3}$ to $1.1\times10^{-2}$ Ha/bohr for all pairs $k,k'$, in tested agreement with the $1/N$ formula.

The splittings come from diagonalising the distorted crystal, with no use of Bloch states. For the optical mode at $\lambda=0.004$, \eqref{eq:split} predicts $2\times0.004\times4.367543\times10^{-3}=3.49403\times10^{-5}$ Ha for $j=\pm1$, found $3.49404\times10^{-5}$ Ha, and $6.66084\times10^{-5}$ Ha for $j=\pm3$, found $6.66083\times10^{-5}$ Ha. The pair $j=\pm2$ differs by $4b/8=2q$ and splits by only $2.5\times10^{-8}$ Ha. Doubling $\lambda$ multiplies the splittings of $\pm1,\pm2,\pm3$ by $2.000$, $4.000$ and $2.000$, as linear, quadratic and linear laws require.

A separable term with $D=0.2$ Ha/bohr and Gaussian $\beta$ of width $0.6$ bohr gives allowed elements up to $6.3\times10^{-3}$ Ha, in tested agreement with the nonlocal formula, and forbidden ones up to $1.3\times10^{-12}$ Ha. A self-consistent mean field $V_{\rm ion}+Un(x)$ with $U=0.2$ Ha\,bohr and the lowest band doubly filled adds an induced part whose maximum is about $0.16$ of the bare maximum ($0.165$ when both maxima are sampled on the 24 grid points per cell, about $0.002$ lower on a fine grid). There \eqref{eq:shift} is tested by adding translated one-atom responses; they reproduce $\Delta_qV$ to $7\times10^{-8}$ of its maximum.

The largest Fourier component of the self-consistent $\Delta_qV$ away from $q+G$ is $9\times10^{-12}$ of the largest component overall, far below the asserted $10^{-5}$. The leading differencing error does not contribute to this number, because $4q=b$. The leading error of the central differences is a cubic form $C$ evaluated on $\mathrm{Re}\,w=(w+w^*)/2$ and $\mathrm{Im}\,w=(w-w^*)/2i$. Since $i/(2i)^3=-1/8$,
\begin{equation}
C[\mathrm{Re}\,w]+iC[\mathrm{Im}\,w]=\tfrac18\big\{C[w+w^*]-C[w-w^*]\big\}=\tfrac34C[w,w,w^*]+\tfrac14C[w^*,w^*,w^*].
\end{equation}
By the argument used for $B$, these terms carry $q$ and $-3q=q-b\equiv q$. For this $q$ the cubic differencing error falls on the allowed wavevector and cannot appear in the forbidden components. The same holds at every order. Since $w_{p-1}=-iw_p$, the pattern $\mathrm{Im}\,w$ is $\mathrm{Re}\,w$ moved by one cell, a move by two cells reverses its sign, and the central difference is exactly odd in the displacement. The small forbidden values quoted above, bare and nonlocal included, therefore test the translation symmetry \eqref{eq:cov} and say nothing about the accuracy of the differences. When $4q\not\equiv0$ the second term lies at the forbidden wavevector $-3q$, with a weight proportional to the square of the step.

\section*{Values computed for the example and the checks}
\begin{verbatim}
a = 6.0 bohr, tau_B = 2.4 bohr, sigma = 0.8 bohr, N = 8
depths = 0.6, 0.4 Ha; K1, K2 = 0.1, 0.05 Ha/bohr^2
masses = 20, 40 u = 36457.8, 72915.5 m_e
b = 1.047198 1/bohr, q = 2/8 b = 0.261799 1/bohr; 1 Ha = 27211.386 meV
zero-point <u^2> A, B: supercell 0.008949, 0.006705 bohr^2
zero-point <u^2> A, B: mode sum  0.008949, 0.006705 bohr^2
band 1 E(j=0..4) = -0.36321 -0.35615 -0.33607 -0.30834 -0.29196 Ha
band 2 E(j=0..4) = 0.15023 0.07834 -0.01827 -0.09435 -0.12705 Ha
band 1 c(G=-b,0,b), j=-1: +0.099437+0.057720i +0.974347+0.000000i +0.157745-0.103076i
band 1 c(G=-b,0,b), j=+1: +0.157745+0.103076i +0.974347-0.000000i +0.099437-0.057720i
band 1 c(G=-b,0,b), j=+3: +0.351311+0.237122i +0.900999-0.000000i +0.072809-0.023236i
band 1 c(G=-b,0,b), j=-3: +0.072809+0.023236i +0.900999+0.000000i +0.351311-0.237122i
frozen-phonon amplitudes lambda = 0.004, 0.008 (dimensionless)
--- acoustic: omega = 8.280851e-04 Ha = 22.533 meV
e_A = +0.534522+0.000000i, e_B = +0.755929+0.377964i
l_A = 0.128692 bohr, l_B = 0.090999 bohr
dv(G=-2b,-b) = -0.006361-0.009588i +0.004723-0.004242i Ha
dv(G=0,b) = +0.000432+0.006131i +0.003478+0.003478i Ha
normal -1->+1: g cell +0.000608+0.004613i, crystal +0.000608+0.004613i Ha
umklapp 3->-3: g cell +0.000352+0.000561i, crystal +0.000352+0.000561i Ha
|g| normal = 4.652516e-03 Ha = 126.60 meV
|g| umklapp = 6.621264e-04 Ha = 18.02 meV
umklapp without exp(iG0x): 8.420840e-03 Ha; N=16 value 6.621264e-04 Ha
largest forbidden element = 1.0e-12 Ha (224 elements)
split +-1: 3.72201e-05 Ha, 2 lambda |g| = 3.72201e-05 Ha
split +-3: 5.29701e-06 Ha, 2 lambda |g| = 5.29701e-06 Ha
split +-2: 1.832e-08 Ha; doubling ratios +-1,2,3: 2.0000 4.000 2.0000
--- optical: omega = 2.342178e-03 Ha = 63.734 meV
e_A = +0.845154+0.000000i, e_B = -0.478091-0.239046i
l_A = 0.076521 bohr, l_B = 0.054108 bohr
dv(G=-2b,-b) = +0.002392-0.007754i -0.001776-0.010110i Ha
dv(G=0,b) = -0.000162+0.002345i -0.001308+0.012427i Ha
normal -1->+1: g cell -0.004131+0.001419i, crystal -0.004131+0.001419i Ha
umklapp 3->-3: g cell -0.004789-0.006811i, crystal -0.004789-0.006811i Ha
|g| normal = 4.367543e-03 Ha = 118.85 meV
|g| umklapp = 8.326045e-03 Ha = 226.56 meV
umklapp without exp(iG0x): 1.133944e-02 Ha; N=16 value 8.326045e-03 Ha
largest forbidden element = 2.1e-12 Ha (224 elements)
split +-1: 3.49404e-05 Ha, 2 lambda |g| = 3.49403e-05 Ha
split +-3: 6.66083e-05 Ha, 2 lambda |g| = 6.66084e-05 Ha
split +-2: 2.497e-08 Ha; doubling ratios +-1,2,3: 2.0000 4.000 2.0000
--- one atom A moved, band 1: |element| 5.36e-03 to 1.12e-02 Ha/bohr
nonlocal: D = 0.2 Ha/bohr, width = 0.6 bohr
nonlocal: largest allowed 6.3263e-03, forbidden 1.3e-12 Ha
self-consistent: U = 0.2 Ha bohr, induced/bare = 0.165
self-consistent: Fourier weight off q+G = 8.6e-12 (relative)
self-consistent: translated one-atom responses vs phonon = 7.4e-08 (relative)
\end{verbatim}
